# Surface charge and field energy at a right-angled wire edge

## Definitions and conventions

A long straight wire is held at potential $V$. One of its edges is ideally sharp, with interior angle $\pi/2$. The dielectric around it has uniform permittivity $\varepsilon$ and contains no free charge. Nothing varies along the wire, so the problem is two-dimensional, and charge and energy are given per unit length of wire.

Let $r$ be the distance from the edge and $\theta$ the angle measured through the dielectric. The side face is $\theta=0$ and the top face is $\theta=3\pi/2$. The region considered is $0<r<R$, with $R$ small enough that both faces are straight out to $R$ and no other conductor lies inside. Define the potential drop from the wire,

$$u=V-\phi ,\qquad \nabla^2u=0,\qquad u=0\ \text{ on both faces},$$

so that the field is $\mathbf E=-\nabla\phi=\nabla u$. The potential is bounded: $|u|\le M$. The surface charge density is $\sigma=\varepsilon E_n$, where the normal $n$ points from the metal into the dielectric.

The result to be derived is, with $\nu_n=2n/3$ and real coefficients $a_n$,

$$\sigma=\tfrac23\,\varepsilon a_1r^{-1/3}+O(r^{1/3}),\tag{1}$$

$$Q(s)=2\varepsilon\sum_{n\ \rm odd}a_ns^{2n/3},\qquad W(s)=\frac{\pi\varepsilon}{4}\sum_{n\ge1}n\,a_n^2s^{4n/3}.\tag{2}$$

Here $Q(s)$ is the charge on both faces out to a distance $s<R$, and $W(s)$ is the field energy in $r<s$. Both are finite and vanish as $s\to0$, although $\sigma$ diverges when $a_1\neq0$.

## First derivation: projection on angular functions

In polar coordinates Laplace's equation, multiplied by $r^2$, reads

$$r\,\partial_r(r\,\partial_ru)+\partial_\theta^2u=0 .$$

The functions $\sin\nu_n\theta$ vanish on both faces, are complete for functions that do the same, and satisfy $\int_0^{3\pi/2}\sin^2\nu_n\theta\,d\theta=3\pi/4$. The component of $u$ along each is therefore

$$b_n(r)=\frac{4}{3\pi}\int_0^{3\pi/2}u(r,\theta)\sin\nu_n\theta\,d\theta .$$

Multiply Laplace's equation by $\sin\nu_n\theta$ and integrate over $\theta$. Two integrations by parts give

$$\int\partial_\theta^2u\,\sin\nu_n\theta\,d\theta=\big[\partial_\theta u\,\sin\nu_n\theta-\nu_nu\cos\nu_n\theta\big]_0^{3\pi/2}-\nu_n^2\int u\sin\nu_n\theta\,d\theta .$$

The first boundary term vanishes because the sine does, and the second because $u$ does. Hence

$$r(rb_n')'=\nu_n^2b_n,\qquad b_n=a_nr^{\nu_n}+c_nr^{-\nu_n}.$$

Since $|u|\le M$, the definition gives $|b_n|\le(4/3\pi)(3\pi/2)M=2M$ at every $r$. A term $r^{-\nu_n}$ would break this bound as $r\to0$, so $c_n=0$ and

$$u=\sum_{n\ge1}a_nr^{2n/3}\sin\frac{2n\theta}{3}.\tag{3}$$

The same bound, taken as $r\to R$, gives $|a_n|\le2MR^{-\nu_n}$. The series thus converges geometrically for $r<R$ and may be differentiated term by term.

**Charge.** On the side face the normal is $+\hat\theta$, so $\sigma=(\varepsilon/r)\,\partial_\theta u$ at $\theta=0$. On the top face the normal is $-\hat\theta$, and $\cos(\nu_n\,3\pi/2)=\cos n\pi=(-1)^n$. Therefore

$$\sigma_{\rm side}=\varepsilon\sum_n\nu_na_nr^{\nu_n-1},\qquad \sigma_{\rm top}=\varepsilon\sum_n(-1)^{n+1}\nu_na_nr^{\nu_n-1}.\tag{4}$$

The powers are $-1/3,\ 1/3,\ 1,\dots$, so the first term diverges and the others vanish at the edge. This is (1). Integration from $0$ to $s$ uses $\int_0^s\nu_nr^{\nu_n-1}dr=s^{\nu_n}$, which is finite because $\nu_n>0$. In the sum over the two faces the even terms cancel and the odd ones double, which gives $Q(s)$ in (2).

**Energy.** The energy density is $\tfrac12\varepsilon|\nabla u|^2$, with $|\nabla u|^2=(\partial_ru)^2+(\partial_\theta u/r)^2$. The radial part contains sines and the angular part cosines. Both sets are orthogonal on the interval, each with norm $3\pi/4$, so

$$\int_0^{3\pi/2}|\nabla u|^2d\theta=\frac{3\pi}{2}\sum_n\nu_n^2a_n^2r^{2\nu_n-2}.$$

With the area element $r\,dr\,d\theta$ and $\int_0^sr^{2\nu_n-1}dr=s^{2\nu_n}/(2\nu_n)$,

$$W(s)=\frac\varepsilon2\,\frac{3\pi}{2}\sum_n\frac{\nu_n}{2}a_n^2s^{2\nu_n}=\frac{\pi\varepsilon}{4}\sum_nn\,a_n^2s^{4n/3}.$$

**Sign of $a_1$.** Setting $r=R'$ for any $R'<R$ gives

$$a_1=\frac{4}{3\pi}R'^{-2/3}\int_0^{3\pi/2}u(R',\theta)\sin\frac{2\theta}{3}\,d\theta .\tag{5}$$

If the wire is at the highest potential in the system and some other conductor is lower, the maximum principle gives $u>0$ in the dielectric. The sine is also positive there, so $a_1>0$ and the divergence is present. With conductors both above and below $V$, the integral can vanish; the density then stays finite at that edge.

## Second derivation: straightening the edge

Write $z=re^{i\theta}$ and map the dielectric by

$$w=z^{2/3}=r^{2/3}e^{2i\theta/3}.$$

The angle $2\theta/3$ runs from $0$ to $\pi$, so the sector becomes the upper half of a disk. The side face becomes the positive real axis and the top face the negative one. In the $w$ plane the wire surface is flat.

A conformal map preserves Laplace's equation, so $U(w)=u(z)$ is harmonic in the half-disk, bounded, and zero on the real axis away from $w=0$. Extend it to the lower half by $U(\bar w)=-U(w)$. By the reflection principle the extended function is harmonic in the whole disk except perhaps at $w=0$. An isolated singularity of a bounded harmonic function is removable, so $U$ is harmonic at $w=0$ too. It is then the imaginary part of an analytic function $F$, which can be chosen real on the real axis with $F(0)=0$:

$$U=\operatorname{Im}F(w),\qquad F(w)=\sum_{n\ge1}a_nw^n,\qquad a_n\ \text{real}.$$

Inserting $w=r^{2/3}e^{2i\theta/3}$ reproduces (3), with the same coefficients.

**Charge.** The normal derivative of $U$ on the real axis is $\operatorname{Re}F'(w)=F'(w)$, the ordinary finite field at a flat surface. Returning to the $z$ plane multiplies it by the local stretching of the map:

$$\sigma=\varepsilon F'(w)\left|\frac{dw}{dz}\right|=\frac{2\varepsilon}{3}F'(w)\,r^{-1/3}.$$

The divergence comes from $|dw/dz|$, and its strength is set by $F'(0)=a_1$. The charge on a surface element is $\sigma\,dr=\varepsilon F'(w)\,|dw|$, so the stretching drops out. The side face carries $\varepsilon F(s^{2/3})$, the top face $-\varepsilon F(-s^{2/3})$, and their sum is $Q(s)$ in (2).

**Energy.** The squared gradient gains a factor $|dw/dz|^2$, while the area element satisfies $d^2w=|dw/dz|^2d^2z$. The energy is therefore the integral of a finite density over a half-disk of radius $\rho_s=s^{2/3}$:

$$W(s)=\frac\varepsilon2\int|F'(w)|^2d^2w .$$

With $w=\rho e^{i\psi}$, the product of terms $n$ and $m$ in $|F'|^2$ contributes $\cos[(n-m)\psi]$, whose integral from $0$ to $\pi$ is zero unless $n=m$. Hence

$$W(s)=\frac{\varepsilon}{2}\sum_n\pi n^2a_n^2\int_0^{\rho_s}\rho^{2n-1}d\rho=\frac{\pi\varepsilon}{4}\sum_nn\,a_n^2s^{4n/3}.$$

## What each derivation assumes

Both derivations need a two-dimensional field, straight equipotential faces, no free charge and a bounded potential. Boundedness does real work. The solution $r^{-2/3}\sin(2\theta/3)$ also vanishes on both faces, but its energy outside a small radius $\delta$ grows as $\delta^{-4/3}$. The first derivation removes it through the bound on $b_n$, the second through the removable singularity.

Both results are local. For the whole system to have finite energy per length, the wire also needs a return conductor. An isolated wire with charge $\lambda$ per length has $E=\lambda/(2\pi\varepsilon r)$ far away, and its energy grows as the logarithm of the outer radius. A wire end, where three faces meet, is a different problem with a different exponent.

**Other angles.** If the dielectric fills an angle $\beta$, the first derivation holds with $\nu_n=n\pi/\beta$, and the second with $w=z^{\pi/\beta}$. The leading density becomes $\sigma\propto r^{\pi/\beta-1}$. A flat face ($\beta=\pi$) gives a constant, a thin sheet ($\beta=2\pi$) gives $r^{-1/2}$, and a concave right angle ($\beta=\pi/2$) gives a density that vanishes as $r$. The charge is integrable in each case because $\pi/\beta>0$.

**A second dielectric.** The reflection step uses a uniform $\varepsilon$. Separation in $r$ and $\theta$ survives if the permittivity depends on angle alone. Let $\varepsilon_1$ fill $0<\theta<\pi/2$, beside the wire, and $\varepsilon_2$ fill $\pi/2<\theta<3\pi/2$, above the plane of the top face. Take

$$u_1=Pr^\nu\sin\nu\theta,\qquad u_2=Sr^\nu\sin\nu(3\pi/2-\theta).$$

With $\alpha=\nu\pi/2$, continuity of $u$ and of $\varepsilon\,\partial_\theta u$ at $\theta=\pi/2$ requires

$$P\sin\alpha=S\sin2\alpha,\qquad \varepsilon_1P\cos\alpha=-\varepsilon_2S\cos2\alpha .$$

Division gives $\varepsilon_1\cot\alpha=-\varepsilon_2\cot2\alpha$. Since $\cot2\alpha=(1-\tan^2\alpha)/(2\tan\alpha)$, this becomes $2\varepsilon_1=\varepsilon_2(\tan^2\alpha-1)$, and the smallest root is

$$\nu=\frac2\pi\arctan\sqrt{1+\frac{2\varepsilon_1}{\varepsilon_2}},\qquad \sigma\propto r^{\nu-1}.\tag{6}$$

Equal permittivities give $\arctan\sqrt3=\pi/3$ and $\nu=2/3$. For unequal ones $\nu$ lies between $1/2$ and $1$, so the exponent changes but charge and energy stay finite.

**A rounded edge.** Here mapping has the advantage. Consider the image of the upper half-plane of $\zeta$ under

$$z=\frac{2A}{3}\left[(\zeta-1)^{3/2}+(\zeta+1)^{3/2}\right],\qquad \frac{dz}{d\zeta}=A\left[(\zeta-1)^{1/2}+(\zeta+1)^{1/2}\right].$$

Real $\zeta>1$ gives one flat face and $\zeta<-1$ the other. The interval between them gives a curve that cuts off the apex. It joins each face tangentially at a distance $t=z(1)=4\sqrt2A/3$ from the apex, although its curvature is unbounded at the joints. With $u=B\operatorname{Im}\zeta$ the surface field is $B/|dz/d\zeta|$. On the curve the two roots are imaginary and real, so

$$\left|\frac{dz}{d\zeta}\right|=A\sqrt{(1-\zeta)+(1+\zeta)}=\sqrt2A .$$

The field is constant along the curve. On the flat faces $|dz/d\zeta|>\sqrt2A$, so the field there is lower. Far from the edge $z\approx(4A/3)\zeta^{3/2}$, which gives $u\approx B(3r/4A)^{2/3}\sin(2\theta/3)$ and hence $a_1=B(3/4A)^{2/3}$. Substituting $4A/3=t/\sqrt2$ and $\sqrt2A=3t/4$,

$$E_{\max}=\frac{B}{\sqrt2A}=\frac{4}{3t}\,a_1\left(\frac{t}{\sqrt2}\right)^{2/3}=1.058\,a_1t^{-1/3}.\tag{7}$$

This holds for this shape of rounding and to leading order in $t$ over the wire size, where $a_1$ may be taken from the sharp wire. Halving $t$ then raises the peak field by $2^{1/3}\approx1.26$.

## A low-k interconnect wire

Take a wire 20 nm wide and 40 nm high at 0.7 V, in a dielectric of relative permittivity 2.7. A closed grounded box represents neighbouring lines and planes, 20 nm from the side faces and 30 nm from the top and bottom. Its side walls are taller than real neighbours, so the digits below belong to the box: grounded lines of the same cross-section as the wire would lower $C$ by about 3% and $a_1$ by about 4%. Laplace's equation was solved by bilinear finite elements on a mesh refined towards the edge, with no assumed exponent. The coefficients follow from projecting the computed potential on an arc, as in (5).

The permittivity is $\varepsilon=2.7\times8.854=23.9$ aF/µm. Treating the facing surfaces as parallel plates gives

$$C_{\rm plates}=23.9\left(\frac{2\times40}{20}+\frac{2\times20}{30}\right)=127.5\ \text{aF/µm}.$$

The full solution gives $C=182.6$ aF/µm, and halving the mesh step shifts it by a relative $5\times10^{-5}$. The plate estimate thus misses 30% of the capacitance. The charge is $CV=127.8$ aC/µm and the energy $\tfrac12CV^2=44.7$ aJ/µm.

The projection gives $a_1=0.0984$ V/nm$^{2/3}$, $a_2=1.13\times10^{-3}$ V/nm$^{4/3}$ and $a_3=2.67\times10^{-4}$ V/nm². With 1 V/nm = 10 MV/cm, the leading field at 1 nm is $\tfrac23\times0.0984\times10=0.656$ MV/cm, or a charge density of 0.157 µC/cm². The computed surface fields, in MV/cm, are:

| $r$ (nm) | side | top | leading term |
|---|---|---|---|
| 0.01 | 3.05 | 3.04 | 3.04 |
| 0.1 | 1.42 | 1.41 | 1.41 |
| 1 | 0.676 | 0.646 | 0.656 |
| 5 | 0.433 | 0.389 | 0.384 |

Between 0.005 and 0.05 nm the geometric mean of the two face fields has a fitted exponent of $-0.333$. The difference between the faces at 1 nm follows from (4). The second term is $\tfrac43a_2=0.015$ MV/cm, positive on the side and negative on top, and the third is $2a_3=0.005$ MV/cm on both. The sums are 0.676 and 0.646 MV/cm.

For the charge within 5 nm of one edge, (2) gives

$$\frac{Q}{\varepsilon}\approx2\left(0.0984\times5^{2/3}+2.67\times10^{-4}\times5^2\right)=0.589\ \text{V},$$

and summing the computed surface charge gives the same value. The energy within 5 nm, divided by $\varepsilon$, is 0.0653 V² from the series and from direct integration of the computed field.

The strips within 1 nm of the four edges make up $8/120=6.7\%$ of the perimeter. They carry 14.8% of the charge, while the dielectric within 1 nm of the edges holds 1.6% of the energy. The difference reflects the powers in (2): near an edge the charge falls as $s^{2/3}$ and the energy as $s^{4/3}$. When the smallest mesh cell was made 100 times smaller, the computed field nearest the edge rose by a factor 4.64, equal to $100^{1/3}$ to this precision. The capacitance changed by a relative $2\times10^{-6}$.

## The real wire

The dimensions, voltage and permittivity are rough values in the regime of dense local interconnect. Real edges are rounded. For the shape of rounding above with $t=2$ nm, (7) gives a peak field of 0.83 MV/cm, about 2.4 times the 0.35 MV/cm of a parallel-plate side gap. The second term of the series is 3.7% of the first at $r=t$, which indicates the size of the correction to (7): it raises the peak to about 0.86 MV/cm, at the side-face end of the curve. The shape matters more; a circular arc of radius 2 nm gives about 0.91 MV/cm. Taking 5 MV/cm as a rough breakdown field, the ideal sharp edge would reach it at

$$r=(0.656/5)^3\ \text{nm}=0.0023\ \text{nm}.$$

This is far below atomic spacings. It is also below the Thomas–Fermi screening length of the metal, 0.055 nm for a free-electron gas with a rough Fermi energy of 7 eV, so a continuum surface charge has no meaning there. The model therefore gives no breakdown at this voltage; it leaves out defects and slow wear of the dielectric.

The dielectric need not be uniform either: a wire may be covered by a cap layer of higher permittivity. For a relative permittivity of 5.0 above the plane of the top face, extending past the edge over the side gap, (6) gives an exponent of $-0.386$ in place of $-0.333$, and the finite-element solution agrees. For a thin cap this applies at distances well below its thickness. Filling all the space above the plane of the top face and below the plane of the bottom face with this material, at fixed geometry, raises the capacitance by 39%. Lowering the permittivity anywhere lowers the capacitance, so a thin cap of the same material in that space adds less than this.
